# Why the parity of an atomic term is not (-1)^L

## The argument under review

The argument concerns the terms of an atom with several electrons in open subshells. It runs as follows.

> A term with total orbital angular momentum $L$ has wavefunctions that transform under rotation like the spherical harmonics $Y_{LM}$. Under inversion $Y_{LM}$ acquires the factor $(-1)^L$. The parity of a term is therefore $(-1)^L$. Hence $p^2\,{}^3P$ is odd and $p^3\,{}^4S$ is even. Two consequences follow. The terms $sp\,{}^3P$ and $p^2\,{}^3P$, which agree in $L$, $S$ and parity, are mixed by the electron repulsion. An electric dipole transition between them is forbidden, because it needs a change of parity.

The first two sentences are correct. The question is whether the third follows from them. I examine it for electrons around a fixed nucleus at the origin, with no external field, and with the nonrelativistic Hamiltonian. In atomic units, for nuclear charge $Z$,

$$H=\sum_i\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right)+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|}.$$

The inversion operator $\Pi$ replaces every $\mathbf r_i$ by $-\mathbf r_i$ and leaves the spins alone. Applying it twice changes nothing, so its eigenvalue $\eta$, the parity, is $+1$ (even) or $-1$ (odd).

## What is right: one electron

For one electron the rule can be proved, and the proof shows what it rests on. With $\hbar=1$, the components of $\boldsymbol\ell=-i\,\mathbf r\times\nabla$ are

$$\ell_x=-i(y\partial_z-z\partial_y),\quad \ell_y=-i(z\partial_x-x\partial_z),\quad \ell_z=-i(x\partial_y-y\partial_x).$$

Let $f=(x+iy)^l$, and let $f'$ be its derivative with respect to $x+iy$, so that $\partial_xf=f'$, $\partial_yf=if'$ and $\partial_zf=0$. Then

$$\ell_z f=-i(ix-y)f'=(x+iy)f'=l f,$$
$$(\ell_x+i\ell_y)f=i z(if')+i(-izf')=-zf'+zf'=0.$$

So $f$ has $m=l$ and cannot be raised: it is the top member of the multiplet with angular momentum $l$, proportional to $r^lY_{ll}$. The other members follow by applying $\ell_x-i\ell_y$. Each term of this operator multiplies by one coordinate and differentiates with respect to another, which preserves the degree of a polynomial. Every $r^lY_{lm}$ is thus a homogeneous polynomial of degree $l$. Reversing all coordinates gives $(-1)^l$, while $r$ does not change, so

$$Y_{lm}(-\mathbf n)=(-1)^l\,Y_{lm}(\mathbf n).$$

The sign comes from the degree of the polynomial. For one electron the degree and the angular momentum are the same number. With several electrons they need not be.

## The parity of a configuration

Let the electrons occupy orbitals $\phi_i$ with quantum numbers $l_i$ and spin functions $\chi_i$. A Slater determinant is

$$\Psi=\frac1{\sqrt{N!}}\det\left[\phi_i(\mathbf r_j)\chi_i(\sigma_j)\right],$$

with $i$ labelling rows and $j$ columns. Inversion multiplies row $i$ by $(-1)^{l_i}$. A common factor of a row can be taken out of a determinant, hence

$$\Pi\Psi=(-1)^{l_1}(-1)^{l_2}\cdots(-1)^{l_N}\Psi=(-1)^{\sum_i l_i}\,\Psi .$$

The exponent does not contain the $m_i$ or the spins. All determinants of one configuration therefore share the same factor, and so does every linear combination of them. A term is such a combination. Its parity is

$$\eta=(-1)^{\sum_i l_i},$$

whatever its $L$ and $S$. A closed subshell holds $2(2l+1)$ electrons, adds an even number to the exponent and contributes $+1$.

This also identifies one family of configurations, not the only one, for which the disputed rule does work. Closed subshells have zero total orbital angular momentum, and $s$ electrons add nothing to $L$ or to the exponent. If one further electron with quantum number $l$ is present, then $L=l$ and $\eta=(-1)^l=(-1)^L$.

## The same L values with both parities

The terms of $p^2$ and $p^3$ can be found by counting determinants with given $M_L$ and $M_S$.

For $p^2$ with both spins up, the two electrons occupy two of the orbitals $m=1,0,-1$. This gives $M_L=1,0,-1$, once each: a ${}^3P$ term. With one spin up and one down there are nine determinants. The values $M_L=2,1,0$ occur 1, 2 and 3 times, and negative values mirror the positive ones. The single $M_L=2$ state requires a ${}^1D$ term. Removing one state each for ${}^1D$ and ${}^3P$ leaves none at $M_L=1$ and one at $M_L=0$, which is ${}^1S$.

For $p^3$ with all spins up, all three orbitals are filled once, so $M_L=0$: a ${}^4S$ term. With two spins up and one down, the up pair has $M_L=1,0,-1$ and the down electron has $m=1,0,-1$. The counts at $M_L=2,1,0$ are again 1, 2 and 3. The ${}^4S$ term takes one state at $M_L=0$, leaving 1, 2 and 2. These are one ${}^2D$, which takes one state in each place, and one ${}^2P$, which takes the remaining states at $M_L=1$ and $0$.

Both configurations thus contain $L=0$, $1$ and $2$. But $p^2$ has $\sum l=2$ and is even throughout, while $p^3$ has $\sum l=3$ and is odd throughout. No function of $L$ alone, $(-1)^L$ or any other, can give both results. In particular $p^2\,{}^3P$ is even and $p^3\,{}^4S$ is odd, the reverse of what the argument claims.

Terms with $\eta=(-1)^L$ are said to have natural parity, and the others unnatural parity. The two disputed terms are unnatural, but they are not the only ones: $p^3\,{}^2D$ is odd with $L=2$. In $d^3$, where every term is even, the unnatural terms are ${}^4P$, ${}^4F$, ${}^2P$, ${}^2F$ and ${}^2H$. Since $L$ does not fix the parity, a term symbol needs a separate mark for it; a superscript $o$ on odd terms serves the purpose, as in ${}^4S^o$.

## The two disputed wavefunctions

It helps to see functions with the "wrong" sign. Take real $p$ orbitals $x\,g(r)$, $y\,g(r)$, $z\,g(r)$ with a common radial factor $g$. Put two electrons with spin up into the first two. The spatial part is

$$\Psi_{P}=\frac{g(r_1)g(r_2)}{\sqrt2}\,(x_1y_2-y_1x_2)=\frac{g(r_1)g(r_2)}{\sqrt2}\,C_z,\qquad \mathbf C=\mathbf r_1\times\mathbf r_2 .$$

To find $L$, apply $\mathbf L=\boldsymbol\ell_1+\boldsymbol\ell_2$, which does not act on functions of $r_1$ or $r_2$. The definitions above give, for each electron,

$$\ell_x x=0,\quad \ell_x y=iz,\quad \ell_x z=-iy,$$
$$\ell_y x=-iz,\quad \ell_y y=0,\quad \ell_y z=ix,$$
$$\ell_z x=iy,\quad \ell_z y=-ix .$$

Since $L_x$ is a first-order differential operator, it obeys the product rule:

$$L_xC_z=x_1(iz_2)-(iz_1)x_2=-i(z_1x_2-x_1z_2)=-iC_y,$$
$$L_xC_y=(-iy_1)x_2-x_1(-iy_2)=i(x_1y_2-y_1x_2)=iC_z .$$

Hence $L_x^2C_z=(-i)(i)C_z=C_z$. In the same way,

$$L_yC_z=(-iz_1)y_2-y_1(-iz_2)=i(y_1z_2-z_1y_2)=iC_x,$$
$$L_yC_x=y_1(ix_2)-(ix_1)y_2=-iC_z,$$

so $L_y^2C_z=C_z$. Finally,

$$L_zC_z=(iy_1y_2-ix_1x_2)-(-ix_1x_2+iy_1y_2)=0 .$$

The sum is $L^2C_z=2C_z=L(L+1)C_z$, so $L=1$. Yet $\mathbf C$ contains two position vectors, and reversing both leaves it unchanged. It is an axial vector: it rotates like a position vector but does not change sign under inversion.

For three electrons with spin up in the three $p$ orbitals,

$$\Psi_S=\frac{g(r_1)g(r_2)g(r_3)}{\sqrt6}\,V,\qquad V=\mathbf r_1\cdot(\mathbf r_2\times\mathbf r_3).$$

Here $V$ is the signed volume spanned by the three vectors. A common rotation leaves it unchanged, so the generators of rotation give $\mathbf L V=0$ and $L=0$. Inversion multiplies it by $(-1)^3=-1$. Such a quantity is a pseudoscalar.

For numbers, choose $g(r)=e^{-r}/\sqrt\pi$ with $r$ in bohr, a Slater orbital with exponent $1\ \text{bohr}^{-1}$. It is normalized because the angular average of $x^2$ is $r^2/3$:

$$\frac1\pi\int x^2e^{-2r}\,d^3r=\frac1\pi\,\frac{4\pi}{3}\int_0^\infty r^4e^{-2r}\,dr=\frac43\cdot\frac{4!}{2^5}=1 .$$

Place the electrons at $\mathbf r_1=(1,0,0)$, $\mathbf r_2=(1,2,0)$ and $\mathbf r_3=(0,1,2)$ bohr. Their distances from the nucleus are $1$, $\sqrt5$ and $\sqrt5$ bohr. Then $C_z=1\cdot2-0\cdot1=2\ \text{bohr}^2$. With $\mathbf r_2\times\mathbf r_3=(4,-2,1)$, also $V=4\ \text{bohr}^3$. The wavefunctions are

$$\Psi_P=\frac{2\,e^{-(1+\sqrt5)}}{\pi\sqrt2}=0.0177\ \text{bohr}^{-3},$$
$$\Psi_S=\frac{4\,e^{-(1+2\sqrt5)}}{\pi^{3/2}\sqrt6}=0.00123\ \text{bohr}^{-9/2}.$$

At the inverted positions the first is again $0.0177$, and the second is $-0.00123$. A common rotation of the three electrons leaves the second at $+0.00123$.

## Where the inference breaks

The argument passes from behaviour under rotation to behaviour under inversion. A rotation matrix has determinant $+1$, whereas the inversion matrix, minus the unit matrix, has determinant $-1$. Inversion is not a rotation, and $L$ describes rotations only. Why, then, does $L$ settle the parity for one electron?

Consider $L=1$, with its three states combined into a vector function $\mathbf F$ of the positions. That it is a vector means that rotating all positions by $R$ rotates its value by $R$:

$$\mathbf F(R\mathbf r_1,R\mathbf r_2,\ldots)=R\,\mathbf F(\mathbf r_1,\mathbf r_2,\ldots).$$

With one electron, a rotation about $\mathbf r$ does not move $\mathbf r$, so it must not change $\mathbf F(\mathbf r)$. Hence $\mathbf F$ points along $\mathbf r$. A half-turn about an axis perpendicular to $\mathbf r$ takes $\mathbf r$ to $-\mathbf r$ and reverses $\mathbf F$. Therefore $\mathbf F(-\mathbf r)=-\mathbf F(\mathbf r)$, and the parity is necessarily odd.

With two electrons not on one line through the nucleus, a half-turn about $\mathbf r_1\times\mathbf r_2$ takes both vectors to their negatives. Thus

$$\mathbf F(-\mathbf r_1,-\mathbf r_2)=R\,\mathbf F(\mathbf r_1,\mathbf r_2).$$

This $R$ reverses the part of $\mathbf F$ in the plane of the electrons and keeps the part perpendicular to it. An odd $P$ term has $\mathbf F$ in the plane, as for $sp$, where $\mathbf F$ is a combination of $\mathbf r_1$ and $\mathbf r_2$. An even $P$ term has $\mathbf F$ perpendicular to the plane, as for $p^2$. The second electron supplies a direction that one electron could not define.

For $L=0$ the function does not change under any common rotation of the positions. The same half-turn then shows that every two-electron $S$ term is even. If the two vectors are collinear, any axis perpendicular to them serves. Three vectors that do not lie in one plane cannot be inverted by a rotation, since a rotation preserves $V$ and inversion reverses it. An odd $S$ term therefore needs at least three electrons, and $p^3\,{}^4S$ shows that three are enough.

## The claimed mixing

Real states are not single configurations, so one may ask whether $\sum l$ still has a meaning. The Hamiltonian answers this. Under inversion $\nabla_i^2$ and $r_i$ are unchanged, and

$$|-\mathbf r_i+\mathbf r_j|=|\mathbf r_i-\mathbf r_j| .$$

So $\Pi H=H\Pi$. Let $A$ and $B$ have parities $\eta_A$ and $\eta_B$. Since $\Pi$ is Hermitian and $\Pi^2=1$,

$$\langle A|H|B\rangle=\langle A|\Pi H\Pi|B\rangle=\eta_A\eta_B\langle A|H|B\rangle .$$

If the parities differ, the matrix element equals its own negative and vanishes. Configurations that mix have different sums of $l$, perhaps, but all even or all odd. The eigenstates of $H$ can therefore be chosen with definite parity even when their individual $l_i$ are no longer definite. The choice is forced unless levels of opposite parity have the same energy, as $2s$ and $2p$ do in hydrogen, where a combination of the two is an eigenstate without definite parity.

The argument's first consequence is therefore wrong: $sp\,{}^3P$ is odd, $p^2\,{}^3P$ is even, and the repulsion does not mix them. It does mix $s^2\,{}^1S$ with $p^2\,{}^1S$. To compare the cases, hold the electrons on spheres of radii $r_<=1$ and $r_>=2$ bohr and average over both directions $\mathbf n_1$ and $\mathbf n_2$. This isolates the angular part; a complete matrix element would also need an integration over the radii. With $\gamma$ the angle between the electrons and $P_k$ the Legendre polynomials,

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),\qquad \overline{P_kP_{k'}}=\frac{\delta_{kk'}}{2k+1},$$

where the bar denotes the average.

The angular functions, normalized so that their mean square is one, are $1$ for $s^2\,{}^1S$ and $\sqrt3\cos\gamma$ for $p^2\,{}^1S$. As $\cos\gamma=P_1$, only $k=1$ survives:

$$\overline{\frac{\sqrt3\cos\gamma}{r_{12}}}=\sqrt3\,\frac{r_<}{r_>^2}\,\frac13=\frac1{4\sqrt3}=0.1443\ \text{hartree}.$$

For $p^2\,{}^3P$ the function is $\sqrt{9/2}\,(\mathbf n_1\times\mathbf n_2)_z$. Its partner from $sp\,{}^3P$ is a combination of $n_{1z}$ and $n_{2z}$. The product is odd under inversion, so its average with $1/r_{12}$ vanishes. The numerical integration gives $0.000000$ hartree.

The diagonal element of the $p^2\,{}^3P$ function gives a further check on the same integration. Since $1/r_{12}$ is positive, it cannot vanish; its departure from the plain average $1/r_>$ shows that the angular dependence of the repulsion does act on this function. At fixed $\gamma$, averaging over the orientation of the pair replaces $(\mathbf n_1\times\mathbf n_2)_z^2$ by $\tfrac13\sin^2\gamma$. From $P_2=\tfrac12(3\cos^2\gamma-1)$ follows $\sin^2\gamma=\tfrac23(1-P_2)$. The weight is then $\tfrac92\cdot\tfrac13\cdot\tfrac23(1-P_2)=1-P_2$, and

$$\overline{\frac{1-P_2}{r_{12}}}=\frac1{r_>}-\frac15\frac{r_<^2}{r_>^3}=\frac12-\frac1{40}=0.475\ \text{hartree}.$$

## The claimed forbidden transition

The electric dipole operator is proportional to $\sum_i\mathbf r_i$ and changes sign under inversion. The calculation that gave $\eta_A\eta_B$ above now gives $-\eta_A\eta_B$, so a nonzero element requires opposite parities. As the operator is a vector, it carries one unit of angular momentum: coupling it to $L=1$ can give $0$, $1$ or $2$. A transition from $L=1$ to $L=1$ is allowed if the parity changes, and between $sp\,{}^3P$ and $p^2\,{}^3P$ it does.

To verify that the element is really nonzero, take $M_L=1$ and $M_S=1$ in both terms. Let $p_+$ and $p_0$ be the orbitals with $m=1$ and $m=0$. Each term has one determinant with these values:

$$A=\frac{s(1)p_+(2)-p_+(1)s(2)}{\sqrt2},\qquad B=\frac{p_0(1)p_+(2)-p_+(1)p_0(2)}{\sqrt2}.$$

In $\langle A|z_1+z_2|B\rangle$ one electron is acted on by $z$, and the other contributes an overlap. The orbitals $s$, $p_0$ and $p_+$ are mutually orthogonal, so the overlap must be $\langle p_+|p_+\rangle=1$. This occurs twice: in the product of the two first terms, with $z_1$, and in the product of the two second terms, with $z_2$. Their two minus signs cancel. The result is

$$\langle A|z_1+z_2|B\rangle=\tfrac12\left(\langle s|z|p_0\rangle+\langle s|z|p_0\rangle\right)=\langle s|z|p_0\rangle .$$

For $p_0=z\,e^{-r}/\sqrt\pi$ and the Slater function $s=r\,e^{-r}/\sqrt{3\pi}$,

$$\langle s|z|p_0\rangle=\frac1{\pi\sqrt3}\int r z^2e^{-2r}\,d^3r=\frac1{\pi\sqrt3}\,\frac{4\pi}3\int_0^\infty r^5e^{-2r}\,dr .$$

The radial integral is $5!/2^6=15/8$, and therefore

$$\langle A|z_1+z_2|B\rangle=\frac4{3\sqrt3}\cdot\frac{15}8=\frac{2.5}{\sqrt3}=1.44\ \text{bohr}.$$

The value belongs to these model orbitals, but the parity that permits it does not depend on them. The disputed rule also errs in the other direction. For two $p$ electrons in different subshells, $pp'$, it would allow a dipole transition between ${}^3P$ and ${}^3D$. Both terms are even, and the transition is forbidden.

## Range of the corrected statement

The corrected rule needs a centre of inversion. A uniform electric field along $z$ adds a term proportional to $\sum_i z_i$, which is odd; it mixes terms of opposite parity, and $\eta$ is no longer conserved.

Spin-orbit coupling of the form $\sum_i\xi(r_i)\,\boldsymbol\ell_i\cdot\mathbf s_i$ acts differently. Inversion reverses both position and momentum, so $\boldsymbol\ell_i$ is unchanged and parity survives. The coupling is not invariant under rotation of the positions alone, however, so $L$ is in general no longer conserved. Parity can then still be read from any configuration in the mixture by summing its $l$ values, while $(-1)^L$ in general no longer has a definite value to offer. There are exceptions where symmetry leaves only one $L$ available. For two electrons, total angular momentum $J=0$ needs $L=S$, and no two-electron $S$ term is odd, so an odd $J=0$ level remains pure ${}^3P$.

The inference from $L$ to parity should be withdrawn, together with both of its consequences. The numerical check checks the term parities, the explicit functions and the matrix elements numerically.

## Computed results

```
configuration, term, copies, measured parity, (-1)^L, class
p    2P 1 -1 -1 natural
sp   3P 1 -1 -1 natural
sp   1P 1 -1 -1 natural
p^2  3P 1 +1 -1 unnatural
p^2  1S 1 +1 +1 natural
p^2  1D 1 +1 +1 natural
pp'  3S 1 +1 +1 natural
pp'  3P 1 +1 -1 unnatural
pp'  3D 1 +1 +1 natural
pp'  1S 1 +1 +1 natural
pp'  1P 1 +1 -1 unnatural
pp'  1D 1 +1 +1 natural
pd   3P 1 -1 -1 natural
pd   3D 1 -1 +1 unnatural
pd   3F 1 -1 -1 natural
pd   1P 1 -1 -1 natural
pd   1D 1 -1 +1 unnatural
pd   1F 1 -1 -1 natural
p^3  4S 1 -1 +1 unnatural
p^3  2P 1 -1 -1 natural
p^3  2D 1 -1 +1 unnatural
d^3  4P 1 +1 -1 unnatural
d^3  4F 1 +1 -1 unnatural
d^3  2P 1 +1 -1 unnatural
d^3  2D 2 +1 +1 natural
d^3  2F 1 +1 -1 unnatural
d^3  2G 1 +1 +1 natural
d^3  2H 1 +1 -1 unnatural
p^6  1S 1 +1 +1 natural
r1.r2 (1S): L^2 eigenvalue 0, parity 1
(r1 x r2)_z (3P): L^2 eigenvalue 2, parity 1
x1 y2 + y1 x2 (1D): L^2 eigenvalue 6, parity 1
r1.(r2 x r3) (4S): L^2 eigenvalue 0, parity -1
r1 = [1. 0. 0.] bohr
r2 = [1. 2. 0.] bohr
r3 = [0. 1. 2.] bohr
(r1 x r2)_z = 2.0000 bohr^2
r1.(r2 x r3) = 4.0000 bohr^3
p^2 3P function at r: 0.017699 bohr^-3
p^2 3P function at -r: 0.017699 bohr^-3
p^3 4S function at r: 0.0012324 bohr^-9/2
p^3 4S function at -r: -0.0012324 bohr^-9/2
p^3 4S function, rotated r: 0.0012324 bohr^-9/2
dipole z element, sp 3P to p^2 3P: 1.443376 bohr
sphere radii for the repulsion: 1.0 and 2.0 bohr
repulsion, s^2 1S with p^2 1S: 0.144338 hartree
repulsion, sp 3P with p^2 3P: 0.000000 hartree
repulsion, p^2 3P diagonal: 0.475000 hartree
```
